# Singly and Doubly Excited States of CH⁺: EOM-CCSD against FCI: test program

```python
"""
Result under test: for CH+ (cc-pVDZ, frozen carbon 1s), EOM-CCSD is accurate
to hundredths of an eV for the lowest singlet Pi state, but errs by nearly
one eV for the doubly excited singlet Delta state, relative to FCI.

H is the valence Hamiltonian, T the CCSD cluster operator, and
Hbar = exp(-T) H exp(T). R is the linear excitation operator of EOM-CCSD.
A wavefunction is a matrix C[alpha string, beta string], two electrons per spin.
Excitation rank is counted from the RHF determinant.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, ao2mo, symm
from pyscf.cc import eom_rccsd
from pyscf.fci import direct_spin1

EV = physical_constants["Hartree energy in eV"][0]
bond_length = 2.14

# Mean field, ground-state CCSD and frozen-core Hamiltonian
mol = gto.M(atom=f"C 0 0 0; H 0 0 {bond_length}", unit="Bohr",
            basis="cc-pvdz", charge=1, spin=0, symmetry="C2v", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
ccsd = cc.CCSD(mf, frozen=1)
ccsd.conv_tol = 1e-11
ccsd.conv_tol_normt = 1e-8
ccsd.max_cycle = 100
ccsd.kernel()
assert ccsd.converged

orbitals = np.asarray(mf.mo_coeff)
core, active = orbitals[:, :1], orbitals[:, 1:]
n = active.shape[1]
nocc = 2
core_density = 2 * core @ core.T
core_potential = np.asarray(mf.get_veff(mol, core_density))
hcore = mf.get_hcore()
core_energy = mol.energy_nuc() + np.sum(
    core_density * (hcore + 0.5 * core_potential))
h_one = active.T @ (hcore + core_potential) @ active
h_two = ao2mo.kernel(mol, active, compact=False).reshape(n, n, n, n)
orbital_symmetry = np.asarray(symm.label_orb_symm(
    mol, mol.irrep_id, mol.symm_orb, orbitals))[1:].astype(int)
assert set(orbital_symmetry[2:4]) == {2, 3}, "lowest virtuals must be pi"

# Two-electron strings for one spin, and their antisymmetric expansion
high, low = np.tril_indices(n, -1)
nstring = len(low)
direct = low * n + high
swapped = high * n + low
string_index = np.zeros(n * n, dtype=int)
string_sign = np.zeros(n * n)
string_index[direct] = string_index[swapped] = np.arange(nstring)
string_sign[direct] = 1
string_sign[swapped] = -1
expand = np.ix_(string_index, string_index)
expand_sign = np.outer(string_sign, string_sign)
pack = np.ix_(direct, direct)
string_rank = (low >= nocc).astype(int) + (high >= nocc).astype(int)
rank = string_rank[:, None] + string_rank[None, :]
string_symmetry = orbital_symmetry[low] ^ orbital_symmetry[high]
symmetry = string_symmetry[:, None] ^ string_symmetry[None, :]


def make_operator(one, two):
    """Spin-free operator; two[p,r,q,s] takes orbitals r,s to p,q."""
    eye = np.eye(n)
    pair = two.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    both = pair + np.kron(one, eye) + np.kron(eye, one)
    same_spin = both[pack] - both[np.ix_(direct, swapped)]
    columns = np.flatnonzero(np.max(np.abs(pair), axis=0) > 0)
    return same_spin, np.ascontiguousarray(pair[:, columns]), columns


def apply_operator(operator, c):
    """Act on all four electrons, antisymmetrizing the opposite-spin part."""
    same_spin, pair, columns = operator
    result = same_spin @ c + c @ same_spin.T
    full = (c[expand] * expand_sign).reshape(n, n, n, n)
    mixed = full.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    mixed = (pair @ mixed[columns]).reshape(n, n, n, n)
    mixed = mixed.transpose(0, 2, 1, 3)
    mixed = mixed - mixed.transpose(1, 0, 2, 3)
    mixed = mixed - mixed.transpose(0, 1, 3, 2)
    return result + mixed.reshape(n * n, n * n)[pack]


hamiltonian = make_operator(h_one, h_two)
t_one = np.zeros((n, n))
t_one[nocc:, :nocc] = ccsd.t1.T
t_two = np.zeros((n, n, n, n))
t_two[nocc:, :nocc, nocc:, :nocc] = ccsd.t2.transpose(2, 0, 3, 1)
cluster = make_operator(t_one, t_two)


def exponential(c, sign):
    """Exact exponential: four electrons allow at most four excitations."""
    total = c.copy()
    term = c
    for order in range(1, 5):
        term = sign * apply_operator(cluster, term) / order
        total += term
    return total


def apply_h(c):
    return apply_operator(hamiltonian, c)


def apply_hbar(c):
    return exponential(apply_h(exponential(c, 1)), -1)


# Determinant energies serve only as a preconditioner
occupation = np.zeros((nstring, n))
occupation[np.arange(nstring), low] = 1
occupation[np.arange(nstring), high] = 1
coulomb = np.einsum("pprr->pr", h_two)
same_diagonal = np.diag(hamiltonian[0])
diagonal = (same_diagonal[:, None] + same_diagonal[None, :]
            + occupation @ coulomb @ occupation.T)


def lowest_root(action, start, irrep, ranks):
    """Lowest singlet root in one symmetry and a chosen set of ranks."""
    mask = (symmetry == irrep) & np.isin(rank, ranks)

    def project(c):
        return 0.5 * (c + c.T) * mask

    max_size = 100
    basis = np.zeros((max_size, nstring**2))
    images = np.zeros_like(basis)
    new = project(start).ravel()
    new /= np.linalg.norm(new)
    for m in range(1, max_size + 1):
        basis[m - 1] = new
        images[m - 1] = project(action(new.reshape(nstring, nstring))).ravel()
        values, vectors = np.linalg.eig(basis[:m] @ images[:m].T)
        chosen = np.argmin(values.real)
        assert abs(values[chosen].imag) < 1e-8
        energy = values[chosen].real
        weights = vectors[:, chosen].real
        weights /= np.linalg.norm(weights)
        vector = weights @ basis[:m]
        residual = weights @ images[:m] - energy * vector
        if np.linalg.norm(residual) < 2e-7:
            return energy + core_energy, vector.reshape(nstring, nstring)
        denominator = energy - diagonal.ravel()
        denominator[np.abs(denominator) < 0.1] = -0.1
        new = project((residual / denominator).reshape(nstring, nstring)).ravel()
        for _ in range(2):
            new -= (basis[:m] @ new) @ basis[:m]
        new /= np.linalg.norm(new)
    raise RuntimeError("eigenvalue search did not converge")


def string(p, q):
    return string_index[p * n + q]


reference = np.zeros((nstring, nstring))
reference[string(0, 1), string(0, 1)] = 1
pi_start = np.zeros_like(reference)
pi_start[string(0, 1), string(0, 2)] = 1
pi_start += pi_start.T
delta_start = np.zeros_like(reference)
delta_start[string(0, 2), string(0, 3)] = 1
delta_start += delta_start.T
states = {"Pi": (pi_start, orbital_symmetry[2]),
          "Delta": (delta_start, orbital_symmetry[2] ^ orbital_symmetry[3])}

# The CCSD equations, evaluated from the transformed Hamiltonian itself
hf_energy = np.sum(reference * apply_h(reference)) + core_energy
assert abs(hf_energy - mf.e_tot) < 1e-8
transformed_reference = apply_hbar(reference)
ccsd_energy = np.sum(reference * transformed_reference) + core_energy
ccsd_residual = np.max(np.abs(transformed_reference[(rank == 1) | (rank == 2)]))
assert abs(ccsd_energy - ccsd.e_tot) < 1e-7
assert ccsd_residual < 1e-6

# FCI and EOM energies; extra spaces test which missing rank matters
all_ranks = [0, 1, 2, 3, 4]
ground_fci, ground_vector = lowest_root(apply_h, reference, 0, all_ranks)
fci = {}
eom = {}
with_triples = {}
full_hbar = {}
for name, (start, irrep) in states.items():
    fci[name] = lowest_root(apply_h, start, irrep, all_ranks)
    eom[name] = lowest_root(apply_hbar, start, irrep, [0, 1, 2])
    with_triples[name] = lowest_root(apply_hbar, start, irrep, [0, 1, 2, 3])
    full_hbar[name] = lowest_root(apply_hbar, start, irrep, all_ranks)
    assert abs(full_hbar[name][0] - fci[name][0]) < 2e-6
delta_quadruples = lowest_root(apply_hbar, *states["Delta"], [0, 1, 2, 4])[0]

# Separate determinant code checks the FCI eigenvectors
absorbed = direct_spin1.absorb_h1e(h_one, h_two, n, (2, 2), 0.5)
for energy, vector in [(ground_fci, ground_vector), fci["Pi"], fci["Delta"]]:
    image = direct_spin1.contract_2e(absorbed, np.ascontiguousarray(vector),
                                     n, (2, 2))
    assert np.linalg.norm(image - (energy - core_energy) * vector) < 2e-6

# Separate spin-adapted EOM code gives the complete singlet spectrum
solver = eom_rccsd.EOMEESinglet(ccsd)
intermediates = solver.make_imds()
size = solver.vector_size()
eom_matrix = np.empty((size, size))
for column in range(size):
    unit = np.zeros(size)
    unit[column] = 1
    eom_matrix[:, column] = solver.matvec(unit, intermediates)
spectrum = np.linalg.eigvals(eom_matrix)
omega_eom = {name: eom[name][0] - ccsd_energy for name in states}
omega_fci = {name: fci[name][0] - ground_fci for name in states}
degeneracy = {}
for name in states:
    distance = np.abs(spectrum - omega_eom[name])
    assert np.min(distance) < 3e-6
    degeneracy[name] = int(np.sum(distance < 1e-5))
    assert degeneracy[name] == 2


def rank_weights(vector):
    return [np.sum(vector[rank == k]**2) for k in range(5)]


error = {name: (omega_eom[name] - omega_fci[name]) * EV for name in states}
state_error = {name: (eom[name][0] - fci[name][0]) * EV for name in states}
triples_error = {name: (with_triples[name][0] - fci[name][0]) * EV
                 for name in states}
quadruples_error = (delta_quadruples - fci["Delta"][0]) * EV
ground_error = (ccsd_energy - ground_fci) * EV
fci_weights = {name: rank_weights(fci[name][1]) for name in states}
eom_weights = {name: rank_weights(eom[name][1]) for name in states}

print(f"C-H distance: {bond_length:.2f} bohr")
print(f"active orbitals: {n}; valence electrons: 4")
print(f"determinants with Ms=0, all symmetries: {nstring**2}")
print(f"of these, singles and doubles: {np.sum((rank == 1) | (rank == 2))}")
print(f"spin-adapted singlet EOM dimension: {size}")
print(f"RHF energy: {hf_energy:.6f} Eh")
print(f"CCSD ground energy: {ccsd_energy:.6f} Eh")
print(f"FCI ground energy: {ground_fci:.6f} Eh")
print(f"CCSD ground-state error: {ground_error:.4f} eV")
print(f"largest CCSD equation residual: {ccsd_residual:.1e} Eh")
print(f"CCSD amplitude 3sigma^2 -> pi_x^2: {ccsd.t2[1, 1, 0, 0]:.4f}")
for name in states:
    print(f"{name}: EOM-CCSD total energy: {eom[name][0]:.6f} Eh")
    print(f"{name}: FCI total energy: {fci[name][0]:.6f} Eh")
    print(f"{name}: EOM-CCSD excitation: {omega_eom[name]:.6f} Eh"
          f" = {omega_eom[name] * EV:.3f} eV")
    print(f"{name}: FCI excitation: {omega_fci[name]:.6f} Eh"
          f" = {omega_fci[name] * EV:.3f} eV")
    print(f"{name}: excitation-energy error: {error[name]:.4f} eV")
    print(f"{name}: excited total-energy error: {state_error[name]:.4f} eV")
    print(f"{name}: total-energy error, R with triples:"
          f" {triples_error[name]:.4f} eV")
    print(f"{name}: excitation error, R with triples:"
          f" {triples_error[name] - ground_error:.4f} eV")
    print(f"{name}: full-space Hbar minus FCI:"
          f" {full_hbar[name][0] - fci[name][0]:.1e} Eh")
    print(f"{name}: FCI weights, ranks 1 to 4: "
          + " ".join(f"{w:.4f}" for w in fci_weights[name][1:]))
    print(f"{name}: EOM R weights, ranks 1 and 2: "
          + " ".join(f"{w:.4f}" for w in eom_weights[name][1:3]))
    print(f"{name}: degeneracy in singlet EOM spectrum: {degeneracy[name]}")
print("Delta: total-energy error, R with quadruples but no triples:"
      f" {quadruples_error:.4f} eV")

# Physical claims: state character, error sizes and the missing triples
assert fci_weights["Pi"][1] > 0.75
assert fci_weights["Delta"][2] > 0.75
assert abs(error["Pi"]) < 0.1
assert 0.7 < error["Delta"] < 1.1
assert abs(triples_error["Delta"]) < 0.25 * abs(state_error["Delta"])
assert abs(triples_error["Delta"]) < abs(quadruples_error)
print("all tests passed")
```

Output:

```
C-H distance: 2.14 bohr
active orbitals: 18; valence electrons: 4
determinants with Ms=0, all symmetries: 23409
of these, singles and doubles: 1328
spin-adapted singlet EOM dimension: 560
RHF energy: -37.900745 Eh
CCSD ground energy: -38.000351 Eh
FCI ground energy: -38.002267 Eh
CCSD ground-state error: 0.0521 eV
largest CCSD equation residual: 1.3e-09 Eh
CCSD amplitude 3sigma^2 -> pi_x^2: -0.1097
Pi: EOM-CCSD total energy: -37.881700 Eh
Pi: FCI total energy: -37.884739 Eh
Pi: EOM-CCSD excitation: 0.118651 Eh = 3.229 eV
Pi: FCI excitation: 0.117528 Eh = 3.198 eV
Pi: excitation-energy error: 0.0305 eV
Pi: excited total-energy error: 0.0827 eV
Pi: total-energy error, R with triples: 0.0063 eV
Pi: excitation error, R with triples: -0.0458 eV
Pi: full-space Hbar minus FCI: -8.8e-10 Eh
Pi: FCI weights, ranks 1 to 4: 0.9433 0.0340 0.0222 0.0005
Pi: EOM R weights, ranks 1 and 2: 0.9668 0.0332
Pi: degeneracy in singlet EOM spectrum: 2
Delta: EOM-CCSD total energy: -37.713657 Eh
Delta: FCI total energy: -37.748786 Eh
Delta: EOM-CCSD excitation: 0.286694 Eh = 7.801 eV
Delta: FCI excitation: 0.253482 Eh = 6.898 eV
Delta: excitation-energy error: 0.9038 eV
Delta: excited total-energy error: 0.9559 eV
Delta: total-energy error, R with triples: 0.0447 eV
Delta: excitation error, R with triples: -0.0075 eV
Delta: full-space Hbar minus FCI: 2.2e-10 Eh
Delta: FCI weights, ranks 1 to 4: 0.0034 0.9755 0.0168 0.0043
Delta: EOM R weights, ranks 1 and 2: 0.0037 0.9963
Delta: degeneracy in singlet EOM spectrum: 2
Delta: total-energy error, R with quadruples but no triples: 0.9220 eV
all tests passed
```
